Hedin's Equations from the Total Classical Potential, and GW

## 1. The exact equations

Two electrons on two sites, with hopping t and a weak on-site repulsion U = 0.01t, have a small correlation self-energy. Evaluated at the imaginary frequency 0.7it, the GW approximation for the bonding orbital, evaluated once with the Hartree–Fock Green function, gives 1.98 times the exact value in magnitude. At U = 0.1t the ratio is 1.85. Weakening the interaction does not cure the error, and the ratio moves towards 2. To find out what is missing we need the exact equations from which GW is cut.

**The driven Green function.** We use Hartree atomic units. A number such as 1 stands for position, spin and time, and ∫d1 includes the spin sum. The instantaneous interaction v(1,2) = v(r₁,r₂)δ(t₁−t₂) is symmetric and independent of spin. The Hamiltonian is

H = ∫ψ†hψ + ½∫∫ψ†(3)ψ†(4)v(3,4)ψ(4)ψ(3),   (1)

where, inside H, all operators stand at one time. The ground state is assumed nondegenerate, and ⟨…⟩ is the average in it. A potential φ couples to the density n̂ = ψ†ψ through

S = T exp[−i∫φ(3)n̂(3)d3],   (2)

where T orders later operators to the left, with a minus sign for each exchange of two fermion operators. The operators evolve under H alone, and φ enters through S. With the abbreviation

⟨⟨A⟩⟩ = ⟨T S A⟩/⟨S⟩,   (3)

the Green function and the density are

G(1,2) = −i⟨⟨ψ(1)ψ†(2)⟩⟩,  n(1) = ⟨⟨n̂(1)⟩⟩ = −iG(1,1⁺).   (4)

Here 1⁺ has a time infinitesimally later than 1. The sign in the last expression follows because ψ†(1⁺) must be moved to the left of ψ(1): −i·(−i)·(−1)⟨⟨ψ†ψ⟩⟩ = ⟨⟨ψ†ψ⟩⟩. For φ ≠ 0 these quantities are generating functions and need not be averages in a driven state. Their derivatives at φ = 0 are the time-ordered correlation functions we want, and φ is set to zero at the end.

**Equation of motion.** We need the commutator of ψ(1) with the interaction. Moving ψ(1) through two creation operators gives

ψ(1)ψ†(3)ψ†(4) = δ(13)ψ†(4) − δ(14)ψ†(3) + ψ†(3)ψ†(4)ψ(1).

The last term cancels against the other half of the commutator, because ψ(1) passes two annihilation operators without a net sign. The first two terms leave

½∫v(1,4)ψ†(4)ψ(4)ψ(1) − ½∫v(3,1)ψ†(3)ψ(1)ψ(3).

In the second term ψ(1)ψ(3) = −ψ(3)ψ(1), so the two halves add, and

i∂ψ(1)/∂t₁ = h(1)ψ(1) + ∫v(1,3)n̂(3)ψ(1)d3.   (5)

The density stands to the left of ψ(1). Inside a time-ordered product this order is kept by giving 3 a time just later than t₁, which we write as v(1⁺,3).

Two more terms arise when G is differentiated with respect to t₁. The jump of the time ordering at t₁ = t₂ contains the anticommutator of ψ and ψ†, and contributes i·(−i)δ(12) = δ(12). The factor S is split at t₁ into a later and an earlier part. Differentiating both parts places i[∫φn̂,ψ(1)] = −iφ(1)ψ(1) between them, and multiplication by the outer i gives φ(1)ψ(1). Therefore

[i∂/∂t₁ − h(1) − φ(1)]G(1,2) + i∫v(1⁺,3)⟨⟨n̂(3)ψ(1)ψ†(2)⟩⟩d3 = δ(12).   (6)

**A derivative in place of the three-operator average.** In G, both ⟨T Sψψ†⟩ and ⟨S⟩ depend on φ. Each derivative of S brings down −in̂(3). The quotient rule gives

δG(1,2)/δφ(3) = (−i)(−i)⟨⟨n̂(3)ψ(1)ψ†(2)⟩⟩ − G(1,2)(−i)n(3),

or

⟨⟨n̂(3)ψ(1)ψ†(2)⟩⟩ = i n(3)G(1,2) − δG(1,2)/δφ(3).   (7)

The first term on the right treats the density at 3 as independent of the propagating particle. The derivative holds their correlation, exchange included. Inserted in (6), the first term becomes i·i∫v n G = −(∫v n)G. This is the Hartree potential, and it joins φ in the total classical potential

V(1) = φ(1) + ∫v(1,3)n(3)d3.   (8)

The remainder defines the self-energy Σ:

[i∂/∂t₁ − h(1) − V(1)]G(1,2) − ∫Σ(1,3)G(3,2)d3 = δ(12),   (9)

∫Σ(1,3)G(3,2)d3 = i∫v(1⁺,3)[δG(1,2)/δφ(3)]d3.   (10)

With this division Σ contains exchange and correlation, but no Hartree term. If G₀ is the Green function with V and without Σ, (9) is Dyson's equation

G = G₀ + G₀ΣG,   (11)

with integrations over the inner variables understood. G₀ contains the density of the interacting system through V.

**From G to its inverse.** We assume that G has an inverse. Varying G⁻¹G = 1 gives (δG⁻¹)G + G⁻¹δG = 0, and multiplication by G from the left gives

δG = −G(δG⁻¹)G.   (12)

Multiply (10) by G⁻¹ from the right and use (12). The last G cancels:

Σ(1,2) = −i∫v(1⁺,3)G(1,4)[δG⁻¹(4,2)/δφ(3)]d(34).   (13)

This is already exact, but it is organized around the bare interaction. A change of φ moves the electrons, and their displaced charge changes the field that acts on the particle. The derivative with respect to φ therefore contains the classical screening of the medium together with everything else. Differentiating with respect to V separates the two.

**The change of variable.** Let

χ(1,2) = δn(1)/δφ(2).   (14)

Since δ⟨S⟩/δφ(1) = −i⟨S⟩n(1), we have n = iδ ln⟨S⟩/δφ. Thus χ is a second derivative of one functional, and χ(1,2) = χ(2,1). From (8),

δV(5)/δφ(3) = δ(53) + ∫v(5,6)χ(6,3)d6.   (15)

We assume that this kernel can be inverted, so that V can serve as the independent variable in place of φ. The assumption fails when some change of φ is cancelled exactly by the Hartree potential of the charge it displaces, so that the density changes without any change of V. This need not be an instability. For one electron of fixed spin on two sites with hopping t and on-site repulsion U, the static χ has eigenvalue −1/(2t) on the charge-transfer pattern, and the kernel is singular at U = 2t, although the lone electron does not feel U at all. Define the vertex

Γ(1,2;3) = −δG⁻¹(1,2)/δV(3)   (16)

and the screened interaction

W(5,1) = ∫[δV(5)/δφ(3)]v(3,1)d3,  or  W = v + vχv.   (17)

W(5,1) is the classical potential produced at 5 by a test charge at 1, including the charge it displaces. The motion of the medium makes it nonlocal in time (time-ordered, like χ) even though v is instantaneous, and the symmetry of χ makes it symmetric.

The chain rule gives δG⁻¹(4,2)/δφ(3) = −∫Γ(4,2;5)[δV(5)/δφ(3)]d5. The minus sign cancels the one in (13), and the integral over 3 is the one in (17). After renaming variables,

Σ(1,2) = i∫G(1,3)Γ(3,2;4)W(4,1⁺)d(34).   (18)

The superscript matters for the instantaneous part of W, where it keeps the density to the left of ψ(1), as in (5).

**Polarization.** The response of the density to the total potential is P(1,2) = δn(1)/δV(2). With n = −iG(1,1⁺), and with (12) and (16), which together give δG/δV = GΓG,

P(1,2) = −i∫G(1,3)Γ(3,4;2)G(4,1⁺)d(34).   (19)

The chain rule from φ to V and (15) give χ = P(1 + vχ) = P + Pvχ. Hence

vPW = vP(v + vχv) = v(P + Pvχ)v = vχv,

and (17) becomes

W = v + vPW.   (20)

P describes what the electrons do in a given total field. Equation (20) adds the self-consistent classical field, so that χ contains repeated classical screening that P does not.

**Closing the set.** By (9), the inverse Green function is

G⁻¹(1,2) = [i∂/∂t₁ − h(1) − V(1)]δ(12) − Σ(1,2).   (21)

Its derivative with respect to V(3), with the sign of (16), is

Γ(1,2;3) = δ(12)δ(13) + δΣ(1,2)/δV(3).   (22)

The first term says that a potential acts locally on the particle. The second says that the same potential also changes the exchange and correlation that the particle experiences. If Σ is regarded as a functional of G at fixed v, followed continuously from the physical solution, the chain rule and δG/δV = GΓG turn (22) into

Γ(1,2;3) = δ(12)δ(13) + ∫[δΣ(1,2)/δG(4,5)]G(4,6)Γ(6,7;3)G(7,5)d(4567).   (23)

Equations (11), (18), (19), (20) and (23) are Hedin's five equations for G, Σ, P, W and Γ. No term has been dropped. The price is the kernel δΣ/δG: it requires Σ as a functional of G, and not merely its value for the G at hand. The restriction to the physical solution also matters, because nonlinear equations for G and Σ may have further solutions, and the derivation does not select those.

**What the kernel does in a simple case.** Suppose that only the exchange term is kept, Σ(1,2) = iG(1,2)v(2,1⁺). This is (18) with Γ = δδ and W = v. Here the functional is explicit. Changing G(4,5) changes Σ(1,2) only for 4 = 1 and 5 = 2, so (23) reads

Γ(1,2;3) = δ(12)δ(13) + i v(2,1⁺)∫G(1,6)Γ(6,7;3)G(7,2)d(67).   (24)

The potential creates a particle and a hole, they interact through v, and the solution of the integral equation repeats this interaction. The numerical check solves the static form of (24) for a two-site model and compares it with the change of self-consistent exchange solutions at displaced V. The two agree within the asserted tolerance of 10⁻⁵.

Equation (24) also exposes the difference between W and Γ. Classical screening is described by (20), in which charge fluctuations interact through their average field. Exchange between the particle and the hole enters through the vertex. Replacing v by W therefore does not account for Γ, and a calculation may contain an elaborate W and still lack the simplest exchange correction. This is the source of the factor near 2 with which we began.

## 2. The unit vertex and the Hubbard dimer

The first half defined the Green function G, the total classical potential V, the self-energy Σ without its Hartree part, the bare and screened interactions v and W, the polarization P = δn/δV, and the vertex Γ = −δG⁻¹/δV. It gave Σ = iGΓW in (18), P = −iGΓG in (19), W = v + vPW in (20), and Γ = δδ + δΣ/δV in (22).

**The approximation.** Neglect δΣ/δV in (22), so that Γ(1,2;3) = δ(12)δ(13). The integrals in (18) and (19) collapse to

Σ(1,2) = iG(1,2)W(2,1⁺),   (25)

P(1,2) = −iG(1,2)G(2,1⁺).   (26)

With (11) and (20), these are the GW equations. The particle polarizes the medium classically and feels the result, but its exchange and correlation are not allowed to respond in the vertex. The resulting Σ does depend on V through G, so the omission is inconsistent with (22) unless δΣ/δV happens to vanish. The equations may be iterated to self-consistency, or evaluated once with a chosen G. We take the second course below.

**The missing factor at second order.** Let v be a spin-independent on-site repulsion U and let G be the Hartree–Fock function, the same for both spins. Expanding W in (25) to second order gives the ring term iG(1,2)(vPv)(2,1). Equation (26) supplies −i, and the spin sum supplies 2. With 1 and 2 now standing for site and time, and G for one spin,

Σ_ring = i(−i)·2U²G(1,2)G(2,1)G(1,2) = 2U²G(1,2)G(2,1)G(1,2).   (27)

The vertex adds another term of this order. The first iteration of (24) is ivGG. Inserted in (18) with W = v, it gives

Σ_exchange = i·i∫G(1,3)v(3,2)G(3,4)G(4,2)v(4,1)d(34).

The on-site interactions set 3 = 2 and 4 = 1 in site and time. A single particle line runs through all three factors, so there is no free spin sum:

Σ_exchange = −U²G(1,2)G(2,1)G(1,2).   (28)

It cancels half of (27), the half in which the particle polarizes electrons of its own spin. Such electrons cannot meet it on one site. Changes of W with G enter Σ at third order and do not affect this count. GW therefore gives twice the second-order result for a spin-independent on-site repulsion and a spin-unpolarized G. Both conditions matter. In a spin-polarized state the two spin contributions to the ring differ, and the ratio is in general not 2. The same-spin on-site terms also vanish in (1), so the same H can be written with U acting between opposite spins only. With that v the ring contains only the opposite-spin half, the term (28) is absent, and GW is correct at second order. GW depends on how the interaction is written, although the exact Σ added to the Hartree potential does not. The argument uses the local form of v, and it does not fix the ratio for a long-ranged interaction.

**Imaginary frequencies.** Measure energies from the middle of the gap. Time ordering then puts the poles of G with positive energy below the real axis and those with negative energy above it. The same holds for W. For a real outer frequency small enough that the shifted poles keep the sign of their real parts, the frequency integral can be turned from the real to the imaginary axis without crossing them, and the outer frequency can then be continued to iω, since the poles keep their nonzero real parts. With ω′ = ib we have dω′ = i db, so (25) and (26) become, in a site basis,

Σᵢⱼ(iω) = −∫(db/2π)Gᵢⱼ(iω+ib)Wⱼᵢ(ib) − ½vᵢᵢδᵢⱼ,   (29)

Pᵢⱼ(ib) = 2∫(dω/2π)Gᵢⱼ(iω+ib)Gⱼᵢ(iω).   (30)

The prefactors are i·i = −1 and −i·i = +1, and the 2 counts spins. The last term of (29) comes from operator order. A symmetric frequency integral yields the mean of n̂ψ and ψn̂, which exceeds n̂ψ by ½ψ on the same site. The required order in (5) is n̂ψ, so ½vᵢᵢ must be subtracted. As a check, the symmetric integral of Gᵢᵢ is ρ − ½ for occupation ρ per spin. The bare interaction then gives −v(ρ − ½) − ½v = −vρ, the usual exchange energy.

**The dimer in GW.** Take two equivalent sites with hopping amplitude −t, repulsion U and two electrons. Energies are in units of t. Each site holds one electron, so the Hartree potential is U and exchange contributes −U/2. From U/2, the Hartree–Fock levels are −t for the bonding orbital (1,1)/√2 and +t for the antibonding orbital (1,−1)/√2. With s₁ = 1 and s₂ = −1,

Gᵢⱼ = ½G_b + ½sᵢsⱼG_a,  G_b = 1/(iω+t),  G_a = 1/(iω−t).   (31)

In (30), products of two G_b or of two G_a have both poles in one half-plane and integrate to zero. For the mixed products, residues give

∫(dω/2π)[1/(iω+t)][1/(iω+ib−t)] = 1/(ib−2t),

and the other order gives the same with b → −b. Their sum is −4t/(b²+4t²). With the factor 2 from spin and ¼ from (31),

Pᵢⱼ(ib) = −2t sᵢsⱼ/(b²+4t²).   (32)

The matrix sᵢsⱼ has eigenvalue 2 on the charge-transfer pattern (1,−1) and 0 on the uniform pattern (1,1). On the first, P equals −4t/(b²+4t²), and (20) gives

W₋ = U/(1−UP) = U(b²+4t²)/(b²+4t²+4tU).

Define ω_p² = 4t² + 4tU. Then W₋ = U − 4tU²/(b²+ω_p²). The projector on (1,−1) is sᵢsⱼ/2, so

Wᵢⱼ(ib) = Uδᵢⱼ − 2tU² sᵢsⱼ/(b²+ω_p²).   (33)

For U = 3t, ω_p = √(4+12) t = 4t. The static on-site value is 3 − 18/16 = 1.875t, and the intersite value is 1.125t. Exact diagonalization gives 2.100t and 0.900t, so GW overscreens here. Both pairs add to 3t: a uniform potential cannot change the density at fixed particle number, and W acting on (1,1) must return U.

For the bonding self-energy, take ½ΣᵢⱼΣᵢⱼ. The signs in (33) turn the required combination of Green functions into G_a:

½Σᵢⱼ sᵢsⱼGᵢⱼ = G_a.

The correlation part of (29) is therefore

Σ_c(iω) = 2tU²∫(db/2π)[1/(iω+ib−t)][1/(b²+ω_p²)].

The first factor has its pole in the lower half-plane. Closing above at b = iω_p gives

Σ_c(iω) = g/(iω−t−ω_p),  g = tU²/ω_p.   (34)

**The exact dimer.** Let |bb⟩ and |aa⟩ have both electrons in the bonding or the antibonding orbital. Each has amplitude ½ on each doubly occupied site, with equal signs in the two states. All four interaction matrix elements are therefore 2·¼·U = U/2. The interaction maps either state onto the sum of the two doubly occupied configurations, which equals |bb⟩ + |aa⟩, so the two states span a closed subspace. The other two-electron states are the triplet at energy 0 and the odd singlet at energy U, both above the lower level found here. In this subspace the Hamiltonian has diagonal elements U/2 ∓ 2t and off-diagonal element U/2. Its ground energy is

E₂ = U/2 − R,  R = √(4t²+U²/4).   (35)

The weight of |bb⟩ in the ground state is c = ½(1+2t/R), and that of |aa⟩ is 1 − c. A bonding electron can be removed only from |bb⟩, leaving energy −t. One can be added only to |aa⟩. The result has one spin species filling both sites, with no kinetic energy, and one electron of the other spin in the antibonding orbital. Its energy is U + t. From U/2, the removal and addition energies are t − R and t + R, so with z the energy from U/2

G_bonding(z) = c/(z−t+R) + (1−c)/(z−t−R) = (z−3t)/[(z−t)²−R²].   (36)

The numerator follows from z − t − R(2c−1), with R(2c−1) = 2t. The Hartree–Fock inverse is z + t. Subtracting the inverse of (36) gives

Σ_c,exact(z) = [(z+t)(z−3t) − (z−t)² + R²]/(z−3t) = (R²−4t²)/(z−3t) = (U²/4)/(z−3t).   (37)

For U → 0, ω_p → 2t and g → U²/2, so (34) becomes (U²/2)/(z−3t). This is twice (37), as (27) and (28) require. At finite U, screening lowers g and raises the pole energy t + ω_p, which pulls the ratio below 2 at the frequency used in the opening.

**Numbers at U = 3t.** Here g = 9/4 = 2.25t². At iω = 0.7it the total bonding self-energies are

GW: −1.5 + 2.25/(0.7i−5) = −1.941 − 0.062i,
exact: −1.5 + 2.25/(0.7i−3) = −2.211 − 0.166i,

in units of t. The two numerators coincide at this U, and the difference lies in the pole energy, 5t against 3t. GW now has too little correlation, the reverse of weak coupling. Evaluating (18) with the exact G, Γ and W recovers the exact value to all printed digits. The numerical check also confirms this for a dimer with unequal levels and intersite repulsion.

The removal energy in GW solves z + t = g/(z−t−ω_p). Multiplying out gives z² − ω_pz − t² − tω_p − g = 0, with lower root

z = ω_p/2 − √[(t+ω_p/2)²+g].   (38)

For U = 3t this is 2 − √11.25 = −1.354t. The exact result is 1 − 2.5 = −1.500t, and Hartree–Fock gives −1.000t. GW recovers 71% of the exact shift from Hartree–Fock. The weight of the removal pole is 0.947 in GW and c = 0.900 exactly.

By particle–hole symmetry the gap is −2z:

U = t: exact 2.123t, GW 2.144t
U = 3t: exact 3.000t, GW 2.708t
U = 6t: exact 5.211t, GW 3.674t

At U = t, GW overestimates the increase over the Hartree–Fock gap 2t by 17%. The good total gap there owes something to the opposing effects of the missing exchange term and of screening. For U ≫ t the exact gap 2(R−t) tends to U − 2t. In (38), g grows as ½t^(1/2)U^(3/2) and dominates the root, so the GW gap grows asymptotically only as √2 t^(1/4)U^(3/4). The approach is slow: the next term is −ω_p ≈ −2√(tU), and at U = 100t the gap from (38) is 0.66 of the leading form. This one-shot form therefore fails at strong coupling. The statement concerns the restricted Hartree–Fock start, and self-consistent GW was not examined.

**How far the vertex is from one.** A uniform static potential C leaves the density of the dimer unchanged, so V also changes by C. It shifts every removal and addition energy by C, and G(z) becomes G(z−C). By (16), the vertex summed over the site l of the potential obeys

Σₗ Γᵢⱼ;ₗ = dG⁻¹ᵢⱼ/dz = δᵢⱼ − dΣᵢⱼ/dz.   (39)

At iω = 0.7it and U = 3t, the exact static vertex has Γ₁₁;₁ = 0.859 and Γ₁₁;₂ = 0.354. GW assumes 1 and 0. The exact sum is 1.213. To compare it with (39), note that the antibonding self-energy follows from (37) by particle–hole symmetry, with z + 3t in the denominator. The site-diagonal element is the mean of the two:

1 + ½·2.25[1/(0.7i−3)² + 1/(0.7i+3)²] = 1.213.

A unit vertex satisfies (39) only if Σ does not depend on frequency, while the GW self-energy (34) does. At this U and frequency the largest error is nevertheless in the distribution over sites: a potential on site 2 acts on the inverse propagator at site 1 with about a third of full strength, and GW omits this nonlocal action altogether. Its size and sign are not general. At ω = 0.7t, Γ₁₁;₂ is −0.26 for U = t, −0.09 for U = 2t and 1.33 for U = 6t. At U = 3t it falls to 0.11 for ω = 2t.

Table of computed values

```
GENERIC DIMER: levels 0 and 0.8 t, U = 3 t, intersite V = 0.7 t
site occupations: 1.11983, 0.88017
largest error, dG/dphi vs finite difference: 9.2e-09 /t^2
largest error, vertex vs finite difference: 3.6e-08
largest error, Sigma Hedin vs Dyson: 5.0e-15 t
largest error, W from loop vs response: 4.0e-15 t
EXCHANGE-ONLY VERTEX: v on-site 1 t, intersite 0.4 t
Gamma(11;1) = 1.21298-0.00000j, Gamma(12;1) = -0.04628-0.00000j
largest error vs finite difference: 2.7e-10
SYMMETRIC HUBBARD DIMER: U = 3.0 t, energies from U/2
GW plasmon energy: 4.00000 t
GW pole strength t U^2/plasmon: 2.25000 t^2
static W on-site, exact: 2.10000 t
static W on-site, GW: 1.87500 t
static W intersite, exact: 0.90000 t
static W intersite, GW: 1.12500 t
imaginary frequency used below: 0.7 t
exact static vertex Gamma(11;1): 0.85894 +0.00000i
exact static vertex Gamma(11;2): 0.35367 -0.00000i
bonding Sigma, Dyson: -2.21128 -0.16596i t
bonding Sigma, Hedin with vertex: -2.21128 -0.16596i t
bonding Sigma, GW: -1.94135 -0.06179i t
removal energy, Hartree-Fock: -1.00000 t
removal energy, exact: -1.50000 t, weight 0.90000
removal energy, GW: -1.35410 t, weight 0.94721
gap at U = 1 t: exact 2.12311 t, GW 2.14429 t
gap at U = 3 t: exact 3.00000 t, GW 2.70820 t
gap at U = 6 t: exact 5.21110 t, GW 3.67396 t
|Sigma_c GW / Sigma_c exact| at U = 0.1 t: 1.84980
|Sigma_c GW / Sigma_c exact| at U = 0.01 t: 1.98382
```
